# Rotational decomposition of the elastic tensor and the rank of cubic anisotropy: verification in Python

```python
"""
Result under test: an elastic tensor C_ijkl (21 constants) splits under rotations
into two scalars (Voigt moduli K, G), two rank-2 tensors (d', Q) and one rank-4
tensor H; for cubic crystals d' = Q = 0 and only H carries the anisotropy.
  d_ij = C_ijkk, v_ij = C_ikjk, a prime marks the traceless part
  K = tr d / 9, G = (3 tr v - tr d) / 30, Q = (3 v' - 2 d') / 7
  a = C11 - C12 - 2 C44 is the cubic anisotropy amplitude
Elastic constants are in eV/angstrom^3; strains are dimensionless.
"""
import itertools
import numpy as np
from scipy import constants
from scipy.spatial.transform import Rotation

rng = np.random.default_rng(7)
I3 = np.eye(3)
VOIGT = np.array([[0, 5, 4], [5, 1, 3], [4, 3, 2]])
TO_GPA = constants.e / constants.angstrom**3 / 1e9


def close(x, y, tol=1e-10):
    return np.allclose(x, y, rtol=0, atol=tol)


def tensor_from_voigt(c):
    return c[VOIGT[:, :, None, None], VOIGT[None, None, :, :]]


def voigt_from_tensor(C):
    pairs = [(0, 0), (1, 1), (2, 2), (1, 2), (0, 2), (0, 1)]
    return np.array([[C[p + q] for q in pairs] for p in pairs])


def outer_pair(A, B):
    return np.einsum('ij,kl->ijkl', A, B)


def norm2(T):
    return float(np.sum(T * T))


def traceless(A):
    return A - np.trace(A) * I3 / 3


def decompose(C):
    """Closed formulas: moduli, rank-2 tensors and the four tensor parts."""
    d = np.einsum('ijkk->ij', C)
    v = np.einsum('ikjk->ij', C)
    K = np.trace(d) / 9
    G = (3 * np.trace(v) - np.trace(d)) / 30
    dp, vp = traceless(d), traceless(v)
    Q = (3 * vp - 2 * dp) / 7
    dd = outer_pair(I3, I3)
    exchange = np.einsum('ik,jl->ijkl', I3, I3) + np.einsum('il,jk->ijkl', I3, I3)
    iso = (K - 2 * G / 3) * dd + G * exchange
    coupling = (outer_pair(I3, dp) + outer_pair(dp, I3)) / 3
    shape = sum(np.einsum(s, I3, Q) for s in
                ('ik,jl->ijkl', 'il,jk->ijkl', 'jk,il->ijkl', 'jl,ik->ijkl'))
    shape = shape - 4 / 3 * (outer_pair(I3, Q) + outer_pair(Q, I3))
    return dict(K=K, G=G, d=d, v=v, dp=dp, Q=Q, iso=iso, coupling=coupling,
                shape=shape, H=C - iso - coupling - shape)


# Orthonormal basis of symmetric matrices and of the 21-dimensional tensor space
sym_basis = []
for i in range(3):
    for j in range(i, 3):
        m = np.zeros((3, 3))
        m[i, j] = m[j, i] = 1.0
        sym_basis.append(m / np.linalg.norm(m))
basis = []
for p in range(6):
    for q in range(p, 6):
        t = outer_pair(sym_basis[p], sym_basis[q])
        t = t + t.transpose(2, 3, 0, 1)
        basis.append((t / np.linalg.norm(t)).ravel())
basis = np.array(basis)


def kron4(A, B, C, D):
    return np.kron(np.kron(A, B), np.kron(C, D))


def rotate(T, R):
    return (kron4(R, R, R, R) @ T.ravel()).reshape(3, 3, 3, 3)


# Rotation generators and the eigenspaces of the squared angular momentum
epsilon = np.zeros((3, 3, 3))
for perm in itertools.permutations(range(3)):
    epsilon[perm] = np.linalg.det(I3[list(perm)])
generators = []
for axis in range(3):
    g = -epsilon[axis]
    generators.append(kron4(g, I3, I3, I3) + kron4(I3, g, I3, I3)
                      + kron4(I3, I3, g, I3) + kron4(I3, I3, I3, g))
reduced = [basis @ g @ basis.T for g in generators]
casimir = -sum(g @ g for g in reduced)
eigenvalues, vectors = np.linalg.eigh(casimir)
projector, dimension = {}, {}
for l in (0, 2, 4):
    chosen = vectors[:, np.abs(eigenvalues - l * (l + 1)) < 1e-8]
    dimension[l] = chosen.shape[1]
    projector[l] = chosen @ chosen.T
assert len(basis) == 21
assert dimension == {0: 2, 2: 10, 4: 9}


def project(T, l):
    return (basis.T @ projector[l] @ basis @ T.ravel()).reshape(3, 3, 3, 3)


# General triclinic tensor: closed formulas against spectral projections
raw = rng.normal(size=(6, 6))
C_tri = tensor_from_voigt(raw + raw.T)
tri = decompose(C_tri)
assert close(tri['iso'], project(C_tri, 0))
assert close(tri['coupling'] + tri['shape'], project(C_tri, 2))
assert close(tri['H'], project(C_tri, 4))
for perm in itertools.permutations(range(4)):
    assert close(tri['H'], tri['H'].transpose(perm))
assert close(np.einsum('iikl->kl', tri['H']), 0)
norm_formula = (9 * tri['K']**2 + 20 * tri['G']**2 + 2 / 3 * norm2(tri['dp'])
                + 28 / 3 * norm2(tri['Q']) + norm2(tri['H']))
assert close(norm2(C_tri), norm_formula, 1e-9)

# Strain energy in terms of volume strain theta and shape strain e
for _ in range(5):
    s = rng.normal(size=(3, 3))
    strain = (s + s.T) / 2
    theta, e = np.trace(strain), traceless(strain)
    direct = 0.5 * np.einsum('ijkl,ij,kl', C_tri, strain, strain)
    split = (0.5 * tri['K'] * theta**2 + tri['G'] * norm2(e)
             + theta / 3 * np.sum(tri['dp'] * e) + 2 * np.trace(tri['Q'] @ e @ e)
             + 0.5 * np.einsum('ijkl,ij,kl', tri['H'], e, e))
    assert close(direct, split, 1e-9)

# Orientation average by quadrature over Euler angles
nodes, weights = np.polynomial.legendre.leggauss(4)
angles = 2 * np.pi * np.arange(6) / 6
average = np.zeros((3, 3, 3, 3))
for x, w in zip(nodes, weights):
    for alpha in angles:
        for gamma in angles:
            R = Rotation.from_euler('ZYZ', [alpha, np.arccos(x), gamma]).as_matrix()
            average += w / 2 / 36 * rotate(C_tri, R)
assert close(average, tri['iso'])

# Invariants of each rank under the cubic and tetragonal rotation groups
cubic_group = []
for perm in itertools.permutations(range(3)):
    for signs in itertools.product((1, -1), repeat=3):
        R = np.diag(signs) @ I3[list(perm)]
        if np.linalg.det(R) > 0:
            cubic_group.append(R)
tetragonal_group = [R for R in cubic_group if abs(R[2, 2]) == 1]
assert len(cubic_group) == 24 and len(tetragonal_group) == 8


def invariant_counts(group):
    mean = sum(basis @ kron4(R, R, R, R) @ basis.T for R in group) / len(group)
    traces = [np.trace(projector[l] @ mean) for l in (0, 2, 4)]
    assert close(traces, np.round(traces))
    return [int(round(t)) for t in traces]


cubic_counts = invariant_counts(cubic_group)
tetragonal_counts = invariant_counts(tetragonal_group)
assert cubic_counts == [2, 0, 1]
assert tetragonal_counts == [2, 2, 2]

# Cubic model crystal
C11, C12, C44 = 1.0, 0.6, 0.5
c = np.zeros((6, 6))
c[:3, :3] = C12
c[range(3), range(3)] = C11
c[range(3, 6), range(3, 6)] = C44
C_cub = tensor_from_voigt(c)
cub = decompose(C_cub)
a = C11 - C12 - 2 * C44
four_equal = np.zeros((3, 3, 3, 3))
for m in range(3):
    four_equal[m, m, m, m] = 1
three_pairs = (outer_pair(I3, I3) + np.einsum('ik,jl->ijkl', I3, I3)
               + np.einsum('il,jk->ijkl', I3, I3))
H_formula = a * (four_equal - three_pairs / 5)
assert close(project(C_cub, 2), 0)
assert close(project(C_cub, 4), H_formula)
assert close(norm2(project(C_cub, 4)), 6 * a**2 / 5)
assert close(cub['K'], (C11 + 2 * C12) / 3)
assert close(cub['G'], (C11 - C12 + 3 * C44) / 5)


def modulus(C, n):
    n = np.asarray(n, float) / np.linalg.norm(n)
    return float(np.einsum('ijkl,i,j,k,l', C, n, n, n, n))


M_mean = cub['K'] + 4 * cub['G'] / 3
for _ in range(8):
    n = rng.normal(size=3)
    n /= np.linalg.norm(n)
    Y40 = 3 / 16 / np.sqrt(np.pi) * (35 * n[2]**4 - 30 * n[2]**2 + 3)
    Y44 = 3 / 16 * np.sqrt(35 / (2 * np.pi)) * (n[0] + 1j * n[1])**4
    harmonic = 4 * np.sqrt(np.pi) / 15 * (Y40 + np.sqrt(5 / 14) * 2 * Y44.real)
    assert close(modulus(C_cub, n), M_mean + a * (np.sum(n**4) - 3 / 5))
    assert close(modulus(C_cub, n), M_mean + a * harmonic)


# Stability and the Reuss average, from the 6x6 matrix in an orthonormal basis
def strain_matrix(C):
    return np.array([[np.einsum('ijkl,ij,kl', C, p, q) for q in sym_basis]
                     for p in sym_basis])


inverse = np.linalg.inv(strain_matrix(C_cub))
compliance = sum(inverse[p, q] * outer_pair(sym_basis[p], sym_basis[q])
                 for p in range(6) for q in range(6))
soft = decompose(compliance)
K_reuss, G_reuss = 1 / (9 * soft['K']), 1 / (4 * soft['G'])
assert close(K_reuss, cub['K'])
assert close(G_reuss, 5 * (C11 - C12) * C44 / (4 * C44 + 3 * (C11 - C12)))
assert G_reuss < cub['G']

# The same crystal seen in rotated axes
euler_degrees = [20, 35, 50]
R_view = Rotation.from_euler('ZYZ', euler_degrees, degrees=True).as_matrix()
C_rot = rotate(C_cub, R_view)
rot = decompose(C_rot)
assert close([rot['K'], rot['G']], [cub['K'], cub['G']])
assert close(rot['dp'], 0) and close(rot['Q'], 0)
assert close(norm2(rot['H']), norm2(cub['H']))


# Pure rank-4 anisotropy that is not cubic: it has a continuous symmetry axis
def symmetry_gram(T):
    changes = np.array([g @ T.ravel() for g in generators])
    return np.linalg.eigvalsh(changes @ changes.T)


H_axial = sum(rotate(tri['H'], Rotation.from_euler('Z', t).as_matrix())
              for t in angles) / len(angles)
C_axial = cub['iso'] + 0.1 * H_axial / np.sqrt(norm2(H_axial))
assert close(project(C_axial, 2), 0)
assert norm2(project(C_axial, 4)) > 1e-3
assert np.linalg.eigvalsh(strain_matrix(C_axial))[0] > 0
gram_axial, gram_cubic = symmetry_gram(C_axial), symmetry_gram(C_cub)
assert abs(gram_axial[0]) < 1e-12 and gram_axial[1] > 1e-3
assert gram_cubic[0] > 1e-3

# Orthorhombic model crystal
o = np.zeros((6, 6))
o[:3, :3] = [[1.2, 0.5, 0.4], [0.5, 1.0, 0.3], [0.4, 0.3, 0.8]]
o[3, 3], o[4, 4], o[5, 5] = 0.2, 0.4, 0.5
C_ort = tensor_from_voigt(o)
ort = decompose(C_ort)
weights_ort = [norm2(project(C_ort, l)) for l in (0, 2, 4)]
assert close(sum(weights_ort), norm2(C_ort))
assert close(weights_ort[1], 2 / 3 * norm2(ort['dp']) + 28 / 3 * norm2(ort['Q']))
stable_cub = np.linalg.eigvalsh(strain_matrix(C_cub))[0]
stable_ort = np.linalg.eigvalsh(strain_matrix(C_ort))[0]
assert stable_cub > 0 and stable_ort > 0


def row(values):
    return ' '.join(f'{x:8.4f}' for x in np.round(values, 4) + 0.0)


U = 'eV/A^3'
print('dimensions of ranks 0, 2, 4:', [dimension[l] for l in (0, 2, 4)])
print('cubic invariants of ranks 0, 2, 4:', cubic_counts)
print('tetragonal invariants of ranks 0, 2, 4:', tetragonal_counts)
print(f'1 {U} = {TO_GPA:.4f} GPa')
print('CUBIC MODEL')
print(f'C11, C12, C44 ({U}):', row([C11, C12, C44]))
print(f'smallest stiffness eigenvalue ({U}): {stable_cub:.4f}')
print(f'amplitude a ({U}): {a:.4f}')
print(f"K Voigt: {cub['K']:.4f} {U} = {cub['K'] * TO_GPA:.2f} GPa")
print(f"G Voigt: {cub['G']:.4f} {U} = {cub['G'] * TO_GPA:.2f} GPa")
print(f'G Reuss: {G_reuss:.4f} {U} = {G_reuss * TO_GPA:.2f} GPa')
print(f'K + 4G/3 ({U}): {M_mean:.4f}')
print(f'M along 100, 110, 111 ({U}):',
      row([modulus(C_cub, n) for n in ([1, 0, 0], [1, 1, 0], [1, 1, 1])]))
print(f'squared norms, ranks 0, 2, 4 (({U})^2):',
      row([norm2(project(C_cub, l)) for l in (0, 2, 4)]))
print(f'H1111, H1122 ({U}):', row([cub['H'][0, 0, 0, 0], cub['H'][0, 0, 1, 1]]))
print('SAME CRYSTAL, ROTATED AXES')
print('ZYZ Euler angles (degree):', euler_degrees)
print(f'Voigt matrix ({U}):')
for line in voigt_from_tensor(C_rot):
    print(row(line))
print(f"K, G ({U}):", row([rot['K'], rot['G']]))
print(f'squared norms, ranks 0, 2, 4 (({U})^2):',
      row([norm2(project(C_rot, l)) for l in (0, 2, 4)]))
print('ORTHORHOMBIC MODEL')
print(f'C11, C22, C33 ({U}):', row([o[0, 0], o[1, 1], o[2, 2]]))
print(f'C12, C13, C23 ({U}):', row([o[0, 1], o[0, 2], o[1, 2]]))
print(f'C44, C55, C66 ({U}):', row([o[3, 3], o[4, 4], o[5, 5]]))
print(f'smallest stiffness eigenvalue ({U}): {stable_ort:.4f}')
print(f'diagonal of d ({U}):', row(np.diag(ort['d'])))
print(f'diagonal of v ({U}):', row(np.diag(ort['v'])))
print(f"K Voigt: {ort['K']:.4f} {U} = {ort['K'] * TO_GPA:.2f} GPa")
print(f"G Voigt: {ort['G']:.4f} {U} = {ort['G'] * TO_GPA:.2f} GPa")
print(f"diagonal of d' ({U}):", row(np.diag(ort['dp'])))
print(f'diagonal of Q ({U}):', row(np.diag(ort['Q'])))
H = ort['H']
print(f'H1111, H2222, H3333 ({U}):', row([H[m, m, m, m] for m in range(3)]))
print(f'H1122, H1133, H2233 ({U}):',
      row([H[0, 0, 1, 1], H[0, 0, 2, 2], H[1, 1, 2, 2]]))
print(f'H1212, H1313, H2323 ({U}):',
      row([H[0, 1, 0, 1], H[0, 2, 0, 2], H[1, 2, 1, 2]]))
print(f'squared norms, ranks 0, 2, 4 (({U})^2):', row(weights_ort))
print(f"rank-2 norm from d', from Q (({U})^2):",
      row([norm2(ort['coupling']), norm2(ort['shape'])]))
print('share of squared norm, ranks 0, 2, 4 (percent):',
      row(100 * np.array(weights_ort) / sum(weights_ort)))
print('success')
```

Printed output:

```
dimensions of ranks 0, 2, 4: [2, 10, 9]
cubic invariants of ranks 0, 2, 4: [2, 0, 1]
tetragonal invariants of ranks 0, 2, 4: [2, 2, 2]
1 eV/A^3 = 160.2177 GPa
CUBIC MODEL
C11, C12, C44 (eV/A^3):   1.0000   0.6000   0.5000
smallest stiffness eigenvalue (eV/A^3): 0.4000
amplitude a (eV/A^3): -0.6000
K Voigt: 0.7333 eV/A^3 = 117.49 GPa
G Voigt: 0.3800 eV/A^3 = 60.88 GPa
G Reuss: 0.3125 eV/A^3 = 50.07 GPa
K + 4G/3 (eV/A^3): 1.2400
M along 100, 110, 111 (eV/A^3):   1.0000   1.3000   1.4000
squared norms, ranks 0, 2, 4 ((eV/A^3)^2):   7.7280   0.0000   0.4320
H1111, H1122 (eV/A^3):  -0.2400   0.1200
SAME CRYSTAL, ROTATED AXES
ZYZ Euler angles (degree): [20, 35, 50]
Voigt matrix (eV/A^3):
  1.2899   0.5073   0.4027  -0.0845   0.0657   0.0987
  0.5073   1.1918   0.5009   0.1420   0.0639  -0.0756
  0.4027   0.5009   1.2964  -0.0575  -0.1296  -0.0231
 -0.0845   0.1420  -0.0575   0.4009  -0.0231   0.0639
  0.0657   0.0639  -0.1296  -0.0231   0.3027  -0.0845
  0.0987  -0.0756  -0.0231   0.0639  -0.0845   0.4073
K, G (eV/A^3):   0.7333   0.3800
squared norms, ranks 0, 2, 4 ((eV/A^3)^2):   7.7280   0.0000   0.4320
ORTHORHOMBIC MODEL
C11, C22, C33 (eV/A^3):   1.2000   1.0000   0.8000
C12, C13, C23 (eV/A^3):   0.5000   0.4000   0.3000
C44, C55, C66 (eV/A^3):   0.2000   0.4000   0.5000
smallest stiffness eigenvalue (eV/A^3): 0.4000
diagonal of d (eV/A^3):   2.1000   1.8000   1.5000
diagonal of v (eV/A^3):   2.1000   1.7000   1.4000
K Voigt: 0.6000 eV/A^3 = 96.13 GPa
G Voigt: 0.3400 eV/A^3 = 54.47 GPa
diagonal of d' (eV/A^3):   0.3000   0.0000  -0.3000
diagonal of Q (eV/A^3):   0.0714  -0.0143  -0.0571
H1111, H2222, H3333 (eV/A^3):  -0.1486  -0.0343   0.0229
H1122, H1133, H2233 (eV/A^3):   0.1029   0.0457  -0.0686
H1212, H1313, H2323 (eV/A^3):   0.1029   0.0457  -0.0686
squared norms, ranks 0, 2, 4 ((eV/A^3)^2):   5.5520   0.2000   0.1280
rank-2 norm from d', from Q ((eV/A^3)^2):   0.1200   0.0800
share of squared norm, ranks 0, 2, 4 (percent):  94.4218   3.4014   2.1769
success
```
